# Why shear, unlike biaxial strain, splits silicon's [001] X-point doublet

A silicon channel grown on relaxed silicon-germanium is stretched equally along [100] and [010] and contracts along [001]. A channel pulled along [110] acquires normal strains of the same kind, but also a shear $\varepsilon_{xy}$ that makes its [100] and [010] axes no longer perpendicular. The lowest two conduction bands on the [001] axis meet at the zone-boundary point X. In the first channel they still meet there; in the second a gap opens. Both strains lower the cubic symmetry, so the loss of cubic symmetry cannot by itself explain the difference. Nor is it enough that a glide plane survives, because one survives in both channels. What matters is its orientation.

## The operations and their phases

Take a perfect periodic crystal and leave spin aside at first. Place one atom of the cell at the origin and the other at $\tau=\frac a4(1,1,1)$. The lattice vectors are $L=\frac a2(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even. Write $\{R|t\}$ for the operation $r\to Rr+t$. Applying $\{S|u\}$ first and $\{R|t\}$ second gives

$$\{R|t\}\{S|u\}=\{RS|t+Ru\}.$$

A translation by $L$ multiplies a Bloch state by $e^{-ik\cdot L}$. At $k=(0,0,2\pi/a)$ this factor is

$$e^{-ik\cdot L}=e^{-i\pi n_3}=(-1)^{n_3}.$$

The mirror $m_x$ reverses $x$. Alone it does not map the crystal onto itself, but the glide $g_x=\{m_x|\tau\}$ does: it sends the atom at $0$ to $\tau$, and the atom at $\tau$ to $\tau+m_x\tau=\frac a2(0,1,1)$, a lattice point. The glides $g_y=\{m_y|\tau\}$ and $g_z=\{m_z|\tau\}$ work in the same way. So does the inversion $P=\{I|\tau\}$, whose centre is the bond midpoint $\tau/2$. All four keep X; inversion takes $k$ to $-k$, which differs from $k$ by the reciprocal-lattice vector $(0,0,4\pi/a)$.

Now compare the two orders of $g_x$ and $P$:

$$g_xP=\{m_xI|\tau+m_x\tau\}=\{m_xI|\tfrac a2(0,1,1)\},\qquad Pg_x=\{Im_x|\tau-\tau\}=\{m_xI|0\}.$$

They differ by a lattice translation with $n_3=1$, which is the factor $-1$ at X. Hence

$$g_xP=-Pg_x,\qquad P^2=\{E|\tau-\tau\}=1,\qquad g_x^2=\{E|\tfrac a2(0,1,1)\}=-1.$$

Because $P^2=1$, energy states can be chosen with parity $p=\pm1$. If $P\psi=p\psi$, then

$$P(g_x\psi)=-g_xP\psi=-p\,(g_x\psi).$$

The state $g_x\psi$ has the same energy as $\psi$, because $g_x$ is a symmetry, and the opposite parity, so it is orthogonal to $\psi$. Every level at X is therefore at least twofold. The proof needs only inversion and one vertical glide.

## What each strain removes

Let the strain carry $r$ to $(1+\varepsilon)r$, and let X move with the reciprocal lattice, so that the phase of a deformed lattice vector is still $(-1)^{n_3}$. A mirror changes the sign of each strain component that contains its own axis once. Thus $m_x$ reverses $\varepsilon_{xy}$ and $\varepsilon_{xz}$ and leaves the diagonal components alone.

The two atoms of the cell may also shift relative to each other. Symmetry limits this internal displacement. Under biaxial strain the half-turns about $x$ and $z$ survive. Each component of a displacement is reversed by at least one of them, so the displacement vanishes. Under $\varepsilon_{xy}$ only the half-turn about $z$ is left, and a displacement along $z$ is allowed. To first order the shear components give

$$u=-\zeta\frac a2(\varepsilon_{yz},\varepsilon_{xz},\varepsilon_{xy}),$$

where $\zeta=0$ means no internal displacement and $\zeta=1$ keeps the bond lengths unchanged to first order.

Biaxial strain, with $\varepsilon_{xx}=\varepsilon_{yy}$ and a different $\varepsilon_{zz}$, thus keeps $g_x$, $g_y$, $g_z$ and $P$. The proof above applies word for word, and the doublet survives. Equality of $\varepsilon_{xx}$ and $\varepsilon_{yy}$ is not even needed, since $g_x$ tolerates any diagonal strain.

Shear $\varepsilon_{xy}$ removes $g_x$ and $g_y$, since each would turn the crystal into one sheared the opposite way. It remains to show that nothing else enforces the doublet. The surviving operations are generated by three: the half-turn $C=\{C_{2z}|0\}$, the diagonal mirror $M=\{x\leftrightarrow y|0\}$, and $P=\{I|\tau'\}$, where $\tau'$ joins the two atoms of the sheared cell. $C$ and $M$ commute. $M$ leaves $\tau'$ unchanged, so it commutes with $P$. For $C$ and $P$,

$$CP=\{C_{2z}I|C_{2z}\tau'\},\qquad PC=\{C_{2z}I|\tau'\}.$$

The translations differ by $C_{2z}\tau'-\tau'=-2(\tau'_x,\tau'_y,0)$, the deformed lattice vector with $(n_1,n_2,n_3)=(-1,-1,0)$. Its phase is $+1$, so these also commute. Each generator squares to $+1$, so a state can carry three fixed signs, and no surviving operation turns it into a partner with other signs. Time reversal does not change real signs, and without spin its square is $+1$, so it forces no pairing either.

The horizontal glide is among the survivors: since $C_{2z}I=m_z$, $g_z$ equals $CP$ up to a translation with phase $+1$. It satisfies

$$g_z^2=\{E|\tau'+m_z\tau'\}\to(-1)^0=+1,$$

because the translation is the deformed $\frac a2(1,1,0)$. Its glide step lies in the plane perpendicular to $k$, where the Bloch phase at X does not register it.

At the [100] X point the phase is $(-1)^{n_1}$ instead. The same translation then gives $g_z^2=-1$. It is also the difference between $g_zP$ and $Pg_z$, so $g_z$ and $P$ anticommute there. The glide that is powerless at [001] therefore protects [100] under the same shear, and by exchange of $x$ and $y$ it protects [010].

To see that these conclusions do not depend on silicon's potential, a random Hermitian matrix in 126 plane waves at X, with entries of order one, was averaged over each surviving group and over time reversal. With the sixteen operations of the biaxial crystal the levels form pairs, equal to about $2\times10^{-14}$. With the eight of the sheared crystal the smallest spacing is $9\times10^{-4}$: no pair remains.

## The same argument in real space

Each atom has four bonds. Seen from above, two project on [110] and two on [1-10]. The vertical glide $g_x$ turns the bond direction $(1,1,1)$ into $(-1,1,1)$, which belongs to the other family. The horizontal glide turns it into $(1,1,-1)$, which stays in the same family. Biaxial strain treats the families alike; shear does not.

The doublet can tell them apart. The bond $\tau$ belongs to the [110] family. A bond of the other family is $\tau_2=\tau-\frac a2(0,1,1)$, and inversion about its midpoint is

$$P_2=\{I|\tau_2\}=\{E|-\tfrac a2(0,1,1)\}P=-P$$

at X. A state that is odd about one midpoint is even about the other, and an odd state vanishes at its centre. One member of the doublet therefore has a node at the [110] bond midpoints, the other at the [1-10] midpoints. While a vertical glide exchanges the families, the two states must have equal energy. Once the families differ, nothing requires it.

## A solvable two-band model

Symmetry also fixes the form of the splitting. Start from the unstrained doublet. Let $\varphi_+$ have parity $+1$ and be real under time reversal, and set $\varphi_-=g_x\varphi_+$. Then $g_x\varphi_-=g_x^2\varphi_+=-\varphi_+$. In this basis

$$P=\sigma_z,\qquad g_x=\begin{pmatrix}0&-1\\1&0\end{pmatrix}=-i\sigma_y .$$

Any two-band Hamiltonian is a combination of $1,\sigma_x,\sigma_y,\sigma_z$.

- Diagonal strain is unchanged by $P$ and $g_x$, so its matrix commutes with both $\sigma_z$ and $\sigma_y$. Only the unit matrix does so: the doublet shifts as a whole.
- Shear $\varepsilon_{xy}$ is unchanged by $P$, which leaves $1$ and $\sigma_z$. It is reversed by $g_x$, which reverses $\sigma_z$ but not $1$. The first-order term is $D\varepsilon_{xy}\sigma_z$, where $D$ is a deformation potential.
- The distance $\kappa=k_z-2\pi/a$ is reversed by $P$ and kept by $g_x$. The linear term must anticommute with $\sigma_z$ and commute with $\sigma_y$, so it is $v\kappa\sigma_y$. The quadratic term, even under both, is $B\kappa^2$ times the unit matrix.

With energies measured from the doublet's centre,

$$H=B\kappa^2+v\kappa\,\sigma_y+D\varepsilon_{xy}\sigma_z .$$

The two matrices anticommute, so the square of the last two terms is $v^2\kappa^2+d^2$ with $d=|D\varepsilon_{xy}|$. The bands are

$$E_\pm=B\kappa^2\pm\sqrt{v^2\kappa^2+d^2}.$$

Without shear, two bands cross linearly at X. With shear they are $2d$ apart there.

Electrons sit mainly in the valley minimum, not at X, so the effect on it matters. At $d=0$ the lower band is $B\kappa^2-|v||\kappa|$, with its minimum at $\kappa_0=|v|/2B$ (taking $B>0$) and depth $A=v^2/4B$. Put $x=|\kappa|/\kappa_0$. Then $B\kappa^2=Ax^2$ and $|v\kappa|=2Ax$, and

$$E_-=Ax^2-\sqrt{4A^2x^2+d^2},\qquad \frac{dE_-}{dx}=2Ax\left(1-\frac{2A}{\sqrt{4A^2x^2+d^2}}\right).$$

Away from $x=0$ the slope vanishes when the root equals $2A$. This gives

$$x_m^2=1-\frac{d^2}{4A^2},\qquad E_m=A-\frac{d^2}{4A}-2A=-A-\frac{d^2}{4A}.$$

The minimum moves towards X and falls, in second order in the shear. Its depth below the lower X level, at $-d$, is

$$-d-E_m=A-d+\frac{d^2}{4A}=A\left(1-\frac d{2A}\right)^2 .$$

At $d=2A$ the two valleys on either side of X merge in this model.

A first-order effect appears in the transverse motion. The product $k_xk_y$ has the same symmetry as $\varepsilon_{xy}$, so it enters as $\eta k_xk_y\sigma_z$ with some constant $\eta$. This replaces $D\varepsilon_{xy}$ by $D\varepsilon_{xy}+\eta k_xk_y$ under the root. Expanding about the minimum, where the root is $2A$, changes the energy in this model by

$$\delta E_-=-\frac{D\varepsilon_{xy}\,\eta}{2A}k_xk_y=-\frac{D\varepsilon_{xy}\,\eta}{4A}\left(k_{110}^2-k_{1\bar10}^2\right).$$

The masses along [110] and [1-10] thus become unequal, in first order in the shear. Biaxial strain has no such term. Symmetry also allows a term $\varepsilon_{xy}k_xk_y$ times the unit matrix, which the model leaves out. It too is of first order in the shear, so the formula estimates the size of the inequality and is not exact. The value of $\eta$ is not computed here.

## Numbers for two strained channels

The constants can be taken from a local empirical-pseudopotential calculation for silicon with Cohen–Bergstresser form factors, joined by a smooth curve in wavevector. It is not self-consistent and has no nonlocal part. The internal-displacement parameter is roughly $\zeta=0.53$.

For the biaxial channel take $\varepsilon_{xx}=\varepsilon_{yy}=0.80\%$. With rough elastic constants $C_{11}=166$ and $C_{12}=64$ GPa and a free top surface, $\varepsilon_{zz}=-2(64/166)\times0.80\%=-0.617\%$. The computed X splitting is $5\times10^{-11}$ meV, which is rounding noise.

For the second channel take 1 GPa of tension along [110]. It contains a shear stress of 0.5 GPa, so with $C_{44}=80$ GPa the tensor shear strain is

$$\varepsilon_{xy}=\frac{0.5}{2\times80}=0.3125\%.$$

The calculation gives $D=14.7$ eV, hence a first-order splitting $2\times14.727\times0.003125=0.0920$ eV, or 92.0 meV. Direct diagonalization with this shear alone also gives 92.0 meV. Including the normal strains of the same stress changes it to 91.4 meV. At the [100] X point the sheared crystal shows no splitting beyond rounding.

The nodes appear as predicted. The lower state has zero density at the [110] bond midpoints and 0.58 of the mean density at the [1-10] ones; the upper state has 0.61 and zero. The zeros are exact; the other two values rise to 0.59 and 0.63 when the basis grows from 126 to 326 plane waves. The [110] bonds are 0.23540 nm long, the others 0.23494 nm. Unequal length is a sign of the broken symmetry, not its only form, since the bond directions change too.

The unstrained valley lies at $0.8536$ in units of $2\pi/a$, so $\kappa_0=0.1464$, and its depth is $A=128.5$ meV. With $d=46.0$ meV, $d/2A=0.179$. The two-band model then predicts

$$128.5\times(1-0.179)^2=86.6\ \text{meV},\qquad 1-0.1464\sqrt{1-0.179^2}=0.8560$$

for the depth below the lower X level and the position of the minimum. The full calculation gives 86.3 meV and 0.8562. With 326 plane waves instead of 126, both valley depths fall by about 0.1 meV, while the positions and the 92.0 meV gap keep their digits. At $\kappa=0.02$ the gap without strain is 71.2 meV; the anticrossing law gives $\sqrt{71.2^2+92.0^2}=116.3$ meV with shear, as does direct diagonalization.

## Where the argument changes

Not every shear splits this doublet. The component $\varepsilon_{yz}$ alone leaves $g_x$ and $P$ intact, and at 2% the computed splitting is zero to rounding. Adding an equal $\varepsilon_{xz}$ removes both vertical glides. The product $\varepsilon_{xz}\varepsilon_{yz}$ has the symmetry of $\varepsilon_{xy}$, and the doublet splits in second order in the strain. With the deformation $1+\varepsilon$ and only the first-order internal displacement the splitting is 22 meV. Other definitions of finite strain, and a second-order displacement along $z$, move it between about 18 and 32 meV.

Nor is macroscopic shear necessary. If one sublattice is displaced by $u_z$ relative to the other, $\tau+m_x\tau$ acquires an extra $2u_z$ along $z$ and is no longer a lattice vector. A frozen displacement of 0.001 nm in the biaxial crystal opens 49 meV.

Spin-orbit coupling does not alter the contrast. Inversion leaves spin alone, so $g_x$ and $P$ still anticommute. Time reversal now squares to $-1$ and pairs states within each parity. Biaxial strain therefore leaves a fourfold level, counting spin. Under shear there are two spin pairs of opposite parity, which spin-orbit coupling cannot mix. With its strength set to give a 44 meV valence splitting, the 92.0 meV gap is unchanged at the digits quoted.

The two cases are in the range of real channels: 0.8% is roughly the mismatch to relaxed silicon-germanium with 20% germanium, and stress of order 1 GPa is used in transistors. The value of $D$ is less certain than its digits suggest. Another interpolation of the form factors gives 15.9 eV, and omitting internal displacement gives 11.2 eV. A real device also breaks the assumed periodicity. A gate field of 1 MV/cm changes the potential energy by 13.6 meV over the glide's vertical step $a/4$, and, together with the interface, removes periodicity along $z$ and inversion, so the proof no longer applies as stated even under biaxial strain. That figure, about 15% of the shear gap, is not a splitting: in the two-band model with a hard wall and no shear, $\sigma_y$ is conserved and the confined levels stay paired. At 300 K the thermal energy is 25.9 meV, about a fifth of the unstrained valley depth and 0.3 of the depth under shear. In bulk, non-degenerate silicon most electrons are therefore below X and feel the shear through the displaced minimum and the altered masses. An inversion layer differs. At 1 MV/cm the carriers are degenerate and confined along $z$. In the two-band model with a hard wall, the lowest state has a mean band energy of about 56 meV above the minimum and about a tenth of its weight above X. The shear then couples the two valleys and splits the lowest pair of subbands, in first order in $d$, by about 20 meV. The numerical output lists the remaining values.

## Calculated quantities

```
lattice constant (rough) 0.5431 nm; zeta (rough) 0.53
plane waves at X: 126
form factors at q^2=3,8,11: -0.21, 0.04, 0.08 Ry
interpolated form factor at q^2=4: -0.135 Ry
elastic constants C11,C12,C44 (rough): 166, 64, 80 GPa
biaxial case: e_xx=e_yy=0.80 %, e_zz=-0.617 %
[110] tension 1.0 GPa: e_xx=e_yy=0.277 %, e_zz=-0.213 %, e_xy=0.3125 %
operations kept: biaxial 16, shear 8
g_x kept: biaxial True, shear False
g_y kept: biaxial True, shear False
g_z kept: biaxial True, shear True
g_x squared at X[001], biaxial: -1.000
g_z squared at X[001], shear: +1.000
g_z squared at X[100], shear: -1.000
random H, biaxial group: largest split in pairs 2.1e-14
random H, shear group: least level spacing 9.3e-04
X[001] splitting, no strain: 8.3e-11 meV
X[001] splitting, biaxial: 5.0e-11 meV
X[001] splitting, pure shear: 92.04 meV
X[001] splitting, full [110] tension: 91.42 meV
X[100] splitting, pure shear: 1.2e-10 meV
first-order shear levels per unit e_xy: -14.727, 14.727 eV
D = 14.727 eV; first-order splitting 2 D e_xy = 92.04 meV
first-order biaxial level difference per unit e_xx: 9.0e-13 eV
bond-centre parity, lower and upper state: -1.000, +1.000
lower state density/mean at [110], [1-10] bond midpoints: 0.000, 0.576
upper state density/mean at [110], [1-10] bond midpoints: 0.613, 0.000
bond lengths [110], [1-10], biaxial: 0.23595, 0.23595 nm
bond lengths [110], [1-10], shear: 0.23540, 0.23494 nm
at 0.02 (2pi/a) from X: gap without strain 71.15 meV
  with shear 116.30 meV; anticrossing law 116.34 meV
valley minimum, no strain: 0.8536 (2pi/a), 128.53 meV below X
valley minimum, shear: 0.8562 (2pi/a), 86.28 meV below lower X level
splitting, e_yz = 2 % alone: 9.3e-11 meV
splitting, e_xz = e_yz = 2 %: 22.201 meV
splitting, biaxial + frozen 0.001 nm z shift: 49.46 meV
spin-orbit: valence splitting set to 44.2 meV
  biaxial fourfold level spread 1.6e-10 meV
  shear splitting with spin-orbit 92.04 meV
D without internal displacement: 11.156 eV
D with other (monotone) interpolation: 15.944 eV
gate field 1 MV/cm: energy step over a/4 = 13.58 meV
thermal energy at 300 K: 25.85 meV
```
